\section*{The IORAmm metric and the gauge dependence of IORA}

Consider an electron in a constant potential $V_0$, with momentum $p$ and $t=p^2/2$. Atomic units are used, and energies are counted from the rest energy. The Dirac equation gives an energy $E=V_0+\varepsilon$ with
\begin{equation}
\varepsilon+\frac{\varepsilon^2}{2c^2}=t ,
\end{equation}
so $\varepsilon$ does not depend on $V_0$: a constant potential changes the zero of energy and nothing else. The infinite-order regular approximation, IORA, replaces this equation by
\begin{equation}
V_0+kt=E\left(1+\frac{k^2t}{2c^2}\right),\qquad k=\frac{1}{1-V_0/2c^2}.
\end{equation}
The factor in brackets is the metric, which accounts for the small component in the norm. Subtract $V_0$ times the bracket from both sides. The definition of $k$ gives $V_0/2c^2=1-1/k$, hence $V_0k^2/2c^2=k^2-k$, and
\begin{equation}
E-V_0=t\,\frac{k-(k^2-k)}{1+k^2t/2c^2}
=t\,\frac{1-(k-1)^2}{1+k^2t/2c^2}.
\end{equation}
Even a slow electron, for which the denominator is close to 1, has a kinetic energy that depends on $V_0$. Now put $(k+k^2)/2$ in place of $k^2$ in the metric. The subtracted term becomes $(1-1/k)(k+k^2)/2=(k^2-1)/2$, so that
\begin{equation}
E-V_0=t\,\frac{k-\frac12(k^2-1)}{1+(k+k^2)t/4c^2}
=t\,\frac{1-\frac12(k-1)^2}{1+(k+k^2)t/4c^2}.
\end{equation}
The spurious term in the numerator is halved. This is the metric of IORAmm, IORA with a modified metric, due to Filatov and Cremer. The case also carries a warning: with $k$ alone as the metric factor the numerator would be $k-(k-1)=1$, which is better still for a slow free electron. What recommends the average of $k$ and $k^2$ must therefore come from bound states.

Let $V(\mathbf r)$ be a local potential with $V<2c^2$, let $\pi=\boldsymbol\sigma\cdot\mathbf p$, and let $k=1/(1-V/2c^2)$ now be a positive function of position. For the large component $\psi$ and the small component $\phi$ the Dirac equation reads
\begin{equation}
V\psi+c\pi\phi=E\psi,\qquad c\pi\psi+(V-2c^2)\phi=E\phi .
\end{equation}
The second equation gives $\phi=c\,(2c^2-V+E)^{-1}\pi\psi$. Since $2c^2-V=2c^2/k$, insertion into the first gives
\begin{equation}
\left[V+\frac12\,\pi\frac{k}{1+kE/2c^2}\pi\right]\psi=E\psi .
\end{equation}
The energy in the denominator can be moved to the right-hand side without approximation, because
\begin{equation}
\frac{k}{1+kE/2c^2}=k-\frac{E}{2c^2}\,\frac{k^2}{1+kE/2c^2}.
\end{equation}
The result is
\begin{equation}
\left[V+\tfrac12\pi k\pi\right]\psi
=E\left[1+\frac{1}{4c^2}\pi f(E)\pi\right]\psi,\qquad
f(E)=\frac{k^2}{1+kE/2c^2}.
\label{exact}
\end{equation}
The operator on the left, called $H$ below, is the ZORA Hamiltonian. ZORA drops the term with $f$, and IORA takes $f(0)=k^2$. The function $f(E)$ is the factor that makes the energy right. It is not the density of the small component, which would carry the square of $1+kE/2c^2$ in the denominator; the two coincide at $E=0$.

For a bound state $E$ is negative and $f(0)$ is too small. An improved metric free of the unknown $E$ needs a local estimate of $E$. In a Coulomb potential that vanishes at infinity, the nonrelativistic virial theorem gives $E=\langle V\rangle/2$, which suggests $E\to V/2$ inside $f$. This is an estimate on average, not a local identity, and it ties the construction to the gauge $V(\infty)=0$. The point $V/2$ lies midway between $E=0$ and $E=V$, and $f$ is simple at both ends. At $E=V$ the denominator is $1+kV/2c^2=1+(k-1)=k$, so $f(V)=k$. Linear interpolation in $E$ between the ends gives at the midpoint
\begin{equation}
m=\frac{f(0)+f(V)}{2}=\frac{k^2+k}{2}.
\end{equation}
With $x=k-1$ this is $\frac12(1+2x+x^2)+\frac12(1+x)$, that is,
\begin{equation}
m=1+\tfrac32(k-1)+\tfrac12(k-1)^2 ,
\qquad\text{against}\qquad
k^2=1+2(k-1)+(k-1)^2 .
\label{weights}
\end{equation}
These are the weights $3/2$ and $1/2$ in place of 2 and 1. They do not have equal standing. Direct insertion of $E=V/2$ would give $f=2k^2/(1+k)$, and
\begin{equation}
\frac{k+k^2}{2}-\frac{2k^2}{1+k}
=\frac{k\left[(1+k)^2-4k\right]}{2(1+k)}
=\frac{k(1-k)^2}{2(1+k)} ,
\end{equation}
which is of second order in $k-1$. The linear weight $3/2$ thus follows from the virial estimate itself, while the quadratic weight $1/2$ belongs to the interpolation. The interpolation is a choice; its result is a polynomial in $k-1$ that ends at second order.

In a basis $\{\chi_\mu\}$, where integrals over $k$ are to be avoided, such a polynomial follows from matrix products with $T^{-1}$ once the matrix of $k-1$ is known. The form $2k^2/(1+k)$ could be built from the same matrices, but would need one more inverse. For any function $g(\mathbf r)$ define the matrix
\begin{equation}
(A_g)_{\mu\nu}=\tfrac12\langle\pi\chi_\mu|g|\pi\chi_\nu\rangle .
\end{equation}
Then $A_1=T$ is the kinetic matrix. If the functions $\pi\chi_\mu$ are complete enough, $\sum_{\mu\nu}|\pi\chi_\mu\rangle(T^{-1})_{\mu\nu}\langle\pi\chi_\nu|=2$, where the 2 compensates the factor $\frac12$ in $T$. This resolution of the identity gives the product rule $A_gT^{-1}A_h=A_{gh}$. Let $W_0$ be the matrix of $\pi V\pi/4c^2$. Because $V/2c^2=1-1/k$, we have $W_0=A_{1-1/k}$. The matrix $W=A_{k-1}$ then satisfies
\begin{equation}
W=W_0+W_0T^{-1}W ,
\end{equation}
since $(1-1/k)+(1-1/k)(k-1)=(1-1/k)k=k-1$. This linear equation needs only the integrals in $T$ and $W_0$. The product rule also gives $WT^{-1}W=A_{(k-1)^2}$. With $\pi m\pi/4c^2\to A_m/2c^2$ and the overlap matrix $S_0$, equation (\ref{weights}) becomes
\begin{align}
S_{\rm IORA}&=S_0+\frac{1}{2c^2}\left(T+2W+WT^{-1}W\right),\\
S_{\rm IORAmm}&=S_0+\frac{1}{2c^2}\left(T+\tfrac32W+\tfrac12WT^{-1}W\right).
\end{align}
Both methods use the same Hamiltonian matrix, that of $V$ plus $T+W$. The new metric is positive definite in a finite basis too. Solving for $W$ gives $W=T(T-W_0)^{-1}W_0$, hence $T+W=T(T-W_0)^{-1}T$, which is positive because $T-W_0=A_{1/k}$ is. The bracket of IORAmm equals $\frac12[(T+W)+(T+W)T^{-1}(T+W)]$, a sum of two positive matrices.

To see what the weights do to the energy, take the metric factor $1+a(k-1)+b(k-1)^2$ and expand $k=1+V/2c^2+V^2/4c^4+\dots$. The equation $(H-ES)\psi=0$ contains
\begin{equation}
H-ES=V-E+\frac{p^2}{2}+\frac{\pi(V-E)\pi}{4c^2}
+\frac{\pi(V^2-aEV)\pi}{8c^4}+\dots
\end{equation}
The weight $b$ first enters at order $c^{-6}$. The exact equation has the kinetic factor $\frac12[1-(V-E)/2c^2]^{-1}$, so its $c^{-4}$ term is $\pi(V-E)^2\pi/8c^4$. Both agree through $c^{-2}$. The leading energy error is therefore the expectation value of the difference of the $c^{-4}$ terms in the nonrelativistic state,
\begin{equation}
\delta E=\frac{1}{8c^4}\left\langle\pi\left[(2-a)EV-E^2\right]\pi\right\rangle .
\label{err}
\end{equation}
For the two methods this is
\begin{equation}
\delta E_{\rm IORA}=-\frac{E^2\langle p^2\rangle}{8c^4},\qquad
\delta E_{\rm IORAmm}=\frac{E\,\langle\pi(V-2E)\pi\rangle}{16c^4}.
\end{equation}
The second expression shows the virial estimate at work: the error measures how far $V$ is from $2E$ on average, weighted with the density of $\pi\psi$.

Now add a constant $\Delta$ to $V$. An exact theory shifts $E$ by $\Delta$, so the gauge defect is
\begin{equation}
D(\Delta)=E[V+\Delta]-E[V]-\Delta .
\end{equation}
The exact energy drops out of $D$, which is therefore the change of the error (\ref{err}) when $V\to V+\Delta$ and $E\to E+\Delta$. The square bracket changes by
\begin{equation}
(2-a)\left[\Delta(E+V)+\Delta^2\right]-2E\Delta-\Delta^2
=\Delta\left[(2-a)V-aE\right]+(1-a)\Delta^2 ,
\end{equation}
and to order $c^{-4}$
\begin{equation}
D(\Delta)=\frac{\Delta\,\langle\pi[(2-a)V-aE]\pi\rangle+(1-a)\Delta^2\langle p^2\rangle}{8c^4}.
\label{D}
\end{equation}
The quadratic part goes from $-\Delta^2\langle p^2\rangle/8c^4$ at $a=2$ to half of that at $a=3/2$, for every state. This is the halving seen for the free electron. The linear part depends on the state.

The slope at $\Delta=0$ can also be had without expansion in $1/c$. The energy is stationary, so with $\langle S\rangle=1$ the Hellmann--Feynman theorem gives $dE/d\Delta=\langle dH/d\Delta-E\,dS/d\Delta\rangle$. From $dk/d\Delta=k^2/2c^2$ follows $dH/d\Delta=1+\pi k^2\pi/4c^2$, which is the IORA metric itself. In IORA its expectation value is 1, and what remains is
\begin{equation}
D'(0)_{\rm IORA}=-E\left\langle\frac{dS}{d\Delta}\right\rangle
=-\frac{E\,\langle\pi k^3\pi\rangle}{4c^4}.
\label{si}
\end{equation}
In IORAmm, $dH/d\Delta$ exceeds the metric by $\pi(k^2-k)\pi/8c^2$. Here $k^2-k=k^2(1-1/k)=k^2V/2c^2$. The derivative of the metric is $\pi(1+2k)k^2\pi/16c^4$. Together
\begin{equation}
D'(0)_{\rm IORAmm}=\frac{\langle\pi k^2[V-E(1+2k)]\pi\rangle}{16c^4}.
\label{sm}
\end{equation}
For a deep level the negative $V$ and the positive $-E(1+2k)$ work against each other, and this cancellation can reduce the slope. For a weakly bound level the IORA slope is small because it is proportional to $E$, whereas the term with $V$ in (\ref{sm}) has no such factor.

The hydrogenic $s$ levels make this quantitative. Let $V=-Z/r$, $E=-Z^2/2n^2$ and $\langle p^2\rangle=Z^2/n^2$; spin--orbit terms vanish for $s$ states. Integrating $\nabla^2(\psi^2)=2|\nabla\psi|^2+2\psi\nabla^2\psi$ against $V$, and using $-\nabla^2\psi=2(E-V)\psi$, gives
\begin{equation}
\langle \mathbf p\cdot V\mathbf p\rangle=\tfrac12\langle\nabla^2V\rangle+2E\langle V\rangle-2\langle V^2\rangle .
\end{equation}
The three terms follow from $\nabla^2V=4\pi Z\delta(\mathbf r)$ (here $\pi$ is the number) with $\psi(0)^2=Z^3/\pi n^3$, from $\langle V\rangle=2E$, and from $\langle r^{-2}\rangle=2Z^2/n^3$:
\begin{equation}
\langle \mathbf p\cdot V\mathbf p\rangle=Z^4\left(\frac{2}{n^3}+\frac{1}{n^4}-\frac{4}{n^3}\right)
=Z^4\left(\frac1{n^4}-\frac2{n^3}\right).
\end{equation}
The linear terms of (\ref{D}) and the errors (\ref{err}) then have the ratios
\begin{align}
\frac{D'_{\rm IORAmm}}{D'_{\rm IORA}}
&=\frac{\langle \mathbf p\cdot V\mathbf p\rangle-3E\langle p^2\rangle}{-4E\langle p^2\rangle}
=\frac{\frac{5}{2n^4}-\frac{2}{n^3}}{\frac{2}{n^4}}=\frac54-n ,\\
\frac{\delta E_{\rm IORAmm}}{\delta E_{\rm IORA}}
&=\frac{\langle \mathbf p\cdot V\mathbf p\rangle-2E\langle p^2\rangle}{-2E\langle p^2\rangle}
=\frac{\frac{2}{n^4}-\frac{2}{n^3}}{\frac{1}{n^4}}=2(1-n).
\end{align}
For $1s$ the gauge slope falls to one quarter and the $c^{-4}$ energy error vanishes. The reason for the latter is plain: $\psi\propto e^{-Zr}$ has $|\nabla\psi|^2=Z^2\psi^2$, so the weighted average of $V-2E$ is the ordinary one, which is zero by the virial theorem. For $2s$ both quantities change sign: the slope keeps three quarters of its size, and the energy error doubles in size. For $3s$ the slope, again of opposite sign, is larger in size than in IORA by the factor $7/4$. Among the $s$ levels only $1s$ gains in both respects.

Nor is $3/2$ the best weight for the gauge alone. For $1s$, equation (\ref{D}) gives a slope proportional to $-(2-a)+a/2=\frac32a-2$. It vanishes at $a=4/3$, while the choice $a=1$ favoured by the free electron gives $-1/2$, twice the size found at $a=3/2$. Large shifts set another limit. With $u=\Delta/Z^2$ and to order $c^{-4}$, the $1s$ defects are proportional to $u-u^2$ in IORA and to $\frac u4-\frac{u^2}2$ in IORAmm. For positive $u$ the second is smaller in size up to $u=5/6$, larger from there to $3/2$, and smaller again beyond. For negative $u$ it is smaller throughout.

These laws were tested on full eigenvalues for $Z=5$ with finite shifts of about 136 eV. The slope ratios are 0.250, $-0.752$ and $-1.753$ for $n=1,2,3$, against 0.25, $-0.75$ and $-1.75$. The energy-error ratios are $-0.001$, $-2.003$ and $-4.004$, against 0, $-2$ and $-4$; the $3s$ errors are of order $10^{-9}$ hartree, and the value $-4.0057$ in the numerical output carries a rounding error of about 0.001. The ratio of the quadratic terms for $1s$ is 0.500. With $a=4/3$, $b=1/3$ the $1s$ slope is below a thousandth of that of IORA, and with $a=3/2$, $b=0$ the ratio is 0.251, so $b$ hardly affects this slope. It does decide the sign of the metric: at the nucleus $k\to0$ and the factor tends to $1-a+b$, so $b<a-1$, as in $a=3/2$, $b=0$, makes the metric indefinite for tight functions. IORA, IORAmm and the pair $a=4/3$, $b=1/3$ all have $b=a-1$.

A heavy core is a harder case, since $(Z/c)^2=0.133$ for tin. Take the hydrogen-like ion with $Z=50$: one electron and a point nucleus, without recoil or quantum-electrodynamic corrections. The Dirac energy of $1s$ is $-35228.6$ eV, or $-1294.63$ hartree. Relative to it, the errors are $-1257.7$ eV in ZORA, $-38.0$ eV in IORA and $+2.8$ eV in IORAmm. The leading-order formula gives $-37.7$ eV for IORA. The remaining 2.8 eV of IORAmm is of higher order, as the $c^{-4}$ term is zero. For $2s$ the order is reversed: the error is $-0.63$ eV in IORA and $+1.45$ eV in IORAmm, a ratio of $-2.3$ where the leading law has $-2$.

The $1s$ improvement is one of averages. At 0.00070 \AA{} from the nucleus, where $k=1/2$, the IORA factor is 0.25 and the IORAmm factor 0.375. With $E/2c^2=-1294.63/(2\times137.036^2)=-0.0345$, the exact factor there is $0.25/(1-0.0172)=0.254$. Far out, where $k=1$, both metrics give 1 and the exact factor is $1/(1-0.0345)=1.036$. IORAmm overshoots near the nucleus and undershoots outside, and for $1s$ the two largely cancel in the energy.

A constant shift stands for the nearly uniform potential that distant charges produce in the core. The shifts of 1000 eV used here are large for that purpose: a bare tin nucleus at 2.8 \AA{} gives 257 eV and a unit charge at that distance 5 eV. The defects fall nearly in proportion to the shift. For $\Delta=-1000$ eV the $1s$ defect is $-35.7$ eV in ZORA, $-2.12$ eV in IORA and $-0.46$ eV in IORAmm; for $\Delta=+1000$ eV it is $+35.7$, $+2.07$ and $+0.43$ eV. Half the difference of the IORA values, divided by the shift, is $(2.067+2.121)/2000=2.09\times10^{-3}$, which agrees with the slope from (\ref{si}). For IORAmm the same arithmetic gives $(0.429+0.457)/2000=4.43\times10^{-4}$, as does (\ref{sm}). The ratio is 0.21, somewhat below the leading-order quarter. Half the sum of the two defects isolates the quadratic part: $-0.027$ eV in IORA and $-0.014$ eV in IORAmm, again about one half.

For $2s$ little is gained. At $\Delta=-1000$ eV the defects are $-0.15$ eV in IORA and $+0.12$ eV in IORAmm, and the slopes have the ratio $-0.90$. The spacing between $1s$ and $2s$, which no constant potential should alter, changes by $-0.149+2.121=1.97$ eV in IORA and by $0.123+0.457=0.58$ eV in IORAmm. For this ion and these shifts, the modified metric thus removes most of the gauge error of the $1s$ level, the larger of the two, while in $2s$ it reverses the sign of the error and leaves its size similar. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
metric weights from interpolation: 3/2 and 1/2
speed of light c = 137.035999 a.u.
light test ion Z = 5, gauge step = 136.057 eV
ratios IORAmm/IORA, computed and leading-order law (no unit):
 1s slope 0.2497 (law 0.25), energy error -0.0007 (law 0.00)
 2s slope -0.7516 (law -0.75), energy error -2.0026 (law -2.00)
 3s slope -1.7533 (law -1.75), energy error -4.0057 (law -4.00)
 1s curvature ratio 0.5002
 1s slope ratio to IORA, a=4/3 b=1/3: -0.0005
 1s slope ratio to IORA, a=3/2 b=0: 0.2507
hydrogen-like tin, Z = 50, (Z/c)^2 = 0.13313
radius where k = 1/2: 0.000704 angstrom
1s Dirac energy -35228.572 eV = -1294.62615 hartree
 1s ZORA energy -36486.265 eV, error -1257.692 eV
 1s IORA energy -35266.621 eV, error -38.049 eV
 1s IORAmm energy -35225.767 eV, error 2.806 eV
 1s gauge slope IORA 2.0944e-03, IORAmm 4.4324e-04, ratio 0.2116
2s Dirac energy -8884.376 eV = -326.49480 hartree
 2s ZORA energy -8962.287 eV, error -77.910 eV
 2s IORA energy -8885.009 eV, error -0.633 eV
 2s IORAmm energy -8882.924 eV, error 1.452 eV
 2s gauge slope IORA 1.4134e-04, IORAmm -1.2679e-04, ratio -0.8970
1s leading-order slope IORA 2.2154e-03, IORAmm 5.5385e-04
1s leading-order IORA error -37.677 eV
1s IORAmm, matrix minus quadrature: -3.0e-09 eV
gauge defects in eV: level, shift, ZORA, IORA, IORAmm
 1s   -1000   -35.7009   -2.1214   -0.4571
 1s    -500   -17.8505   -1.0539   -0.2251
 1s     500    17.8505    1.0404    0.2181
 1s    1000    35.7009    2.0673    0.4293
 2s   -1000    -8.7694   -0.1491    0.1227
 2s    -500    -4.3847   -0.0726    0.0624
 2s     500     4.3847    0.0687   -0.0644
 2s    1000     8.7694    0.1336   -0.1309
\end{verbatim}
